# Small-q screened interaction in uniaxial insulators: angular average and wings, part 1

(Sections cited here and not found follow in the second part.)

## What symmetry fixes

Hartree atomic units are used throughout. The bare Coulomb interaction $4\pi/q^2$ contains no length. In an insulator the polarization responds to a slowly varying field locally and linearly, through a dimensionless tensor $L$, so a charge $\rho\,e^{i\mathbf q\cdot\mathbf r}$ produces a macroscopic potential obeying $(\mathbf q\cdot L\cdot\mathbf q)\,\phi=4\pi\rho$. The quantity that is a quadratic form in $\mathbf q$ is therefore $1/W_{00}$, not $W_{00}$:

$$W_{00}(\mathbf q)=\frac{4\pi}{q^2}\,\frac{1}{\mathbf n\cdot L\cdot\mathbf n}+O(q^0),\qquad \mathbf n=\mathbf q/q .$$

Below $\mathbf n\cdot L\cdot\mathbf n$ is written $nLn$; only the symmetric part of $L$ enters it. A rotation axis $z$ of order three or higher forces $L=\mathrm{diag}(\epsilon_\perp,\epsilon_\perp,\epsilon_\parallel)$. The average over directions, $I=\langle 1/nLn\rangle$, scales as $1/\lambda$ under $L\to\lambda L$, so $I=F(x)/\epsilon_\perp$ with $\Delta=\epsilon_\parallel-\epsilon_\perp$, $x=\Delta/\epsilon_\perp$, $F(0)=1$. The element $W_{G0}$ couples the macroscopic field $-i\mathbf q\phi\sim\mathbf n/q$ to a microscopic component, so its leading term is of order $1/q$ and odd in $\mathbf n$. Symmetry does not give $L$, $F$ or the coefficient of that term.

The conventions are $\chi_{GG'}(\mathbf q)=\mathcal V^{-1}\iint e^{-i(\mathbf q+\mathbf G)\cdot\mathbf r}\chi(\mathbf r,\mathbf r')e^{i(\mathbf q+\mathbf G')\cdot\mathbf r'}$ with crystal volume $\mathcal V$ and cell volume $\Omega$, $v_G=4\pi/|\mathbf q+\mathbf G|^2$, $\epsilon=1-v^{1/2}\chi^0v^{1/2}$ (RPA, longitudinal response) and $W_{GG'}=v_G^{1/2}\epsilon^{-1}_{GG'}v_{G'}^{1/2}$. The frequency is imaginary or zero unless stated, so $\chi^0$ is real in $\mathbf r,\mathbf r'$, its two time orders being complex conjugates of each other. Time reversal is assumed, which makes $\chi^0(\mathbf r,\mathbf r')$ symmetric as well; it is then negative semidefinite, and $\epsilon$ is Hermitian with eigenvalues at least 1.

## First derivation: eliminating the microscopic components

Two properties of a gapped system are used. A constant potential moves no charge and no potential changes the total charge, so $\int\chi^0\,d^3r'=\int\chi^0\,d^3r=0$. And $\chi^0$ decays exponentially in $|\mathbf r-\mathbf r'|$, so $e^{-i\mathbf q\cdot(\mathbf r-\mathbf r')}$ may be expanded under the integral.

In the head the zeroth-order and linear terms both vanish by the first property, because in each of them one of the two integrations acts on $\chi^0$ alone. The quadratic term is $-\tfrac12[\mathbf q\cdot(\mathbf r-\mathbf r')]^2$; multiplied by $-4\pi/q^2$ it gives

$$\epsilon_{00}\to nHn,\qquad H_{\alpha\beta}=\delta_{\alpha\beta}+\frac{2\pi}{\mathcal V}\iint(r-r')_\alpha(r-r')_\beta\,\chi^0 .$$

In the wing, $G\ne0$, the zeroth-order term again vanishes and the linear term $-i\mathbf q\cdot(\mathbf r-\mathbf r')$ is multiplied by $-4\pi/(q|\mathbf G|)$:

$$\epsilon_{G0}\to\mathbf n\cdot\mathbf V_G,\qquad \mathbf V_G=\frac{4\pi i}{|\mathbf G|\mathcal V}\iint e^{-i\mathbf G\cdot\mathbf r}(\mathbf r-\mathbf r')\,\chi^0,\qquad \epsilon_{0G}=\epsilon_{G0}^* .$$

The body tends to a matrix $B_{GG'}$ that does not depend on $\mathbf n$. Let $b=\mathbf n\cdot\mathbf V$ be the wing column. The first column $(a,\,u)$ of $\epsilon^{-1}$ satisfies $nHn\,a+b^\dagger u=1$ and $b\,a+Bu=0$. The second equation gives $u=-B^{-1}b\,a$, and the first then gives $a=1/(nHn-b^\dagger B^{-1}b)$. With $\mathbf S=B^{-1}\mathbf V$,

$$L=H-\mathbf V^\dagger B^{-1}\mathbf V,\qquad \epsilon^{-1}_{00}=\frac1{nLn},\qquad \epsilon^{-1}_{G0}=-\frac{\mathbf n\cdot\mathbf S_G}{nLn}.$$

The body $Y$ of the inverse satisfies $b\,u^\dagger+BY=1$, so $Y=B^{-1}-B^{-1}b\,u^\dagger=B^{-1}+(\mathbf n\cdot\mathbf S)(\mathbf n\cdot\mathbf S)^\dagger/nLn$. All four blocks are contained in

$$\epsilon^{-1}=\begin{pmatrix}0&0\\0&B^{-1}\end{pmatrix}+\frac{zz^\dagger}{nLn},\qquad z=(1,\,-\mathbf n\cdot\mathbf S_G).$$

Since $B$ is positive definite, $L\le H$: on the imaginary axis in RPA, local fields can only weaken the macroscopic screening. $L$ is real. A real $\chi^0(\mathbf r,\mathbf r')$ gives $B_{-G,-G'}=B_{GG'}^*$ and, from the formula above, $\mathbf V_{-G}=-\mathbf V_G^*$. Conjugating $\sum V^*_{G\alpha}B^{-1}_{GG'}V_{G'\beta}$ and relabelling $G\to-G$, $G'\to -G'$ returns the same sum, the two minus signs cancelling. A real Hermitian matrix is symmetric. At real frequencies below the absorption edge $\chi^0$ is still real and symmetric, so the row wing remains the conjugate of the column and $L$ remains real. Where $\chi^0$ absorbs, the row wing $\mathbf n\cdot\mathbf U_G$ is no longer that conjugate; the same elimination gives $L$ as the symmetric part of $H-\mathbf U^TB^{-1}\mathbf V$, in general a complex tensor.

The corrections have definite parity. Treat $q$ as a signed number. Under $(q,\mathbf n)\to(-q,-\mathbf n)$ the vector $\mathbf q$ is unchanged, the head $\propto1/q^2$ and the body are unchanged, and the wings $\propto1/q$ change sign. This is conjugation of $\epsilon$ by $\mathrm{diag}(-1,1,1,\dots)$, which $\epsilon^{-1}$ inherits. The coefficient of $q^m$ therefore has parity $(-1)^m$ in $\mathbf n$ for head and body and $(-1)^{m+1}$ for the wings. Time reversal gives $\epsilon^{-1}_{GG'}(\mathbf q)=\epsilon^{-1}_{-G',-G}(-\mathbf q)$, so the head is even in $\mathbf n$ at fixed $q$ and its odd-$m$ terms vanish. Hence $\epsilon^{-1}_{00}=1/nLn+O(q^2)$, and $W_{00}$ has no $1/q$ term.

For the uniaxial average put $u=\cos\theta$. Then $nLn=\epsilon_\perp(1-u^2)+\epsilon_\parallel u^2=\epsilon_\perp+\Delta u^2$, the azimuth drops out, and the integrand is even in $u$. For $\Delta>0$ the substitution $\sqrt x\,u=\tan\vartheta$ gives

$$I=\int_0^1\frac{du}{\epsilon_\perp+\Delta u^2}=\frac{\arctan\sqrt x}{\epsilon_\perp\sqrt x}.$$

For $-1<x<0$ put $s=\sqrt{-x}$; partial fractions of $1/(1-s^2u^2)$ give $I=\operatorname{artanh}(s)/(\epsilon_\perp s)$, which is the same function because $\arctan(is)=i\operatorname{artanh}s$.

For complex $\epsilon_\perp,\epsilon_\parallel$ the integral $\int_0^1du/(1+xu^2)$ is analytic in $x$ unless $1+xu^2$ vanishes on the interval, that is unless $x\le-1$ is real. The function $\arctan\sqrt x/\sqrt x$ is even in $\sqrt x$, so the sign of the root is immaterial, and the cuts of the principal arctangent, $\sqrt x=\pm is$ with $s\ge1$, map onto the same ray $x\le-1$. Two functions analytic on the cut plane that agree for $x>0$ agree everywhere on it. The closed form with principal branches thus holds exactly when $\epsilon_\parallel/\epsilon_\perp=1+x$ is not a real number $\le0$.

At the end point $x=-1$, $\epsilon_\parallel=0$, the average diverges logarithmically; for real $\epsilon_\perp,\epsilon_\parallel$ with $x<-1$ the crystal is hyperbolic. For $\epsilon_\perp>0>\epsilon_\parallel$, $nLn$ vanishes on the cone $u_0=1/s$, $s=\sqrt{|\Delta|/\epsilon_\perp}>1$, where a longitudinal mode exists at that frequency. A retarded response at positive frequency adds $+i0$, and $1/(g+i0)=\mathrm P(1/g)-i\pi\delta(g)$. The delta function contributes $1/|g'(u_0)|=1/(2|\Delta|u_0)=1/(2\sqrt{\epsilon_\perp|\Delta|})$, and the principal value is $\tfrac12\ln|(1+s)/(1-s)|/\sqrt{\epsilon_\perp|\Delta|}$, so

$$I=\frac{\operatorname{arcoth}s-i\pi/2}{\sqrt{\epsilon_\perp|\Delta|}} .$$

For the model values $\epsilon_\perp=3$, $\epsilon_\parallel=-2$ this is $0.2664-0.4056\,i$, the imaginary part being $-\pi/(2\sqrt{15})$.

## Second derivation: splitting off the long-range Coulomb term

Start from the reducible response $\chi=\chi^0+\chi^0v\chi$, in terms of which $\epsilon^{-1}=1+v^{1/2}\chi v^{1/2}$. Write $v=\bar v+v_0|0\rangle\langle0|$, where $\bar v$ has no $G=0$ element, and define $\bar\chi=(1-\chi^0\bar v)^{-1}\chi^0$. Moving $\chi^0\bar v\chi$ to the left and multiplying by $(1-\chi^0\bar v)^{-1}$ gives $\chi_{GG'}=\bar\chi_{GG'}+\bar\chi_{G0}v_0\chi_{0G'}$. The $00$ element is a scalar equation, $\chi_{00}=\bar\chi_{00}/\Lambda$ with $\Lambda=1-v_0\bar\chi_{00}$, so $1+v_0\chi_{00}=1/\Lambda$. The other elements follow by substitution:

$$\epsilon^{-1}_{00}=\frac1\Lambda,\qquad \chi_{G0}=\frac{\bar\chi_{G0}}\Lambda,\qquad \chi_{GG'}=\bar\chi_{GG'}+\frac{\bar\chi_{G0}v_0\bar\chi_{0G'}}{\Lambda}.$$

These hold at every $\mathbf q$. $\bar\chi$ is the response to the total macroscopic potential, with the microscopic fields included. In $\bar\chi=\chi^0+\chi^0\bar v(1-\chi^0\bar v)^{-1}\chi^0$ both terms begin and end with $\chi^0$, and the middle factor $\bar v(1-\chi^0\bar v)^{-1}$ is analytic for small $q$, because $\bar v$ is analytic below the shortest $|\mathbf G|$ and $1-\chi^0\bar v$ is invertible, so $\bar\chi_{00}$ starts as a quadratic form in $\mathbf q$ and $\bar\chi_{G0}$ as a linear one. Thus $\Lambda\to nLn$, and comparison with the first result identifies $-\mathbf n\cdot\mathbf S_G=v_G^{1/2}\bar\chi_{G0}v_0^{1/2}$ and $B^{-1}=1+v^{1/2}\bar\chi v^{1/2}$ on the body.

To make $L$ explicit, take a crystal of closed-shell molecules without hopping. For each occupied–empty pair $t=(i,a)$ of real orbitals let $\omega_t$ be the orbital energy difference, $f_t=\omega_t/(\omega_t^2+\omega^2)$ at frequency $i\omega$, and $\rho_t(\mathbf k)=\int e^{-i\mathbf k\cdot\mathbf r}\varphi_i\varphi_a$. The two time orders give $1/(i\omega-\omega_t)-1/(i\omega+\omega_t)=-2f_t$ and spin gives another factor 2, so $\chi^0_{GG'}=-\Omega^{-1}\sum_t\rho_t(\mathbf q+\mathbf G)\,4f_t\,\rho_t^*(\mathbf q+\mathbf G')$. In $\chi^0\bar v\chi^0$ the inner sum over $G$ produces

$$K_{ts}=\frac1\Omega\sum_{G\ne0}\frac{4\pi}{G^2}\rho_t^*(\mathbf G)\rho_s(\mathbf G),$$

which is real, because $\rho(-\mathbf G)=\rho^*(\mathbf G)$, and positive semidefinite. Put $M_{ts}=4\sqrt{f_tf_s}\,K_{ts}$ and write $\chi^0=-QQ^\dagger$ with $Q_{Gt}=2\sqrt{f_t/\Omega}\,\rho_t(\mathbf q+\mathbf G)$, so that $Q^\dagger\bar vQ\to M$ as $q\to0$. From $(1+QQ^\dagger\bar v)Q=Q(1+M)$ follows $(1-\chi^0\bar v)^{-1}Q=Q(1+M)^{-1}$, which holds whether or not the power series in $M$ converges, and therefore

$$\bar\chi_{GG'}=-\frac4\Omega\sum_{ts}\rho_t\sqrt{f_t}\,[(1+M)^{-1}]_{ts}\sqrt{f_s}\,\rho_s^* .$$

Orthogonality gives $\rho_t(\mathbf q)=-i\mathbf q\cdot\mathbf d_t+O(q^2)$ with the transition dipole $\mathbf d_t=\int\mathbf r\,\varphi_i\varphi_a$. With $c_t^2=16\pi f_t/\Omega$ and $D_{t\alpha}=c_td_{t\alpha}$, multiplication of $\bar\chi_{00}$ by $-4\pi/q^2$ gives

$$L=1+D^T(1+M)^{-1}D .$$

No wing appears, and $1\le L\le 1+D^TD=H$ is manifest. The two expressions for $L$ are equal. Put $P_{Gt}=c_t\rho_t(\mathbf G)/|\mathbf G|$, so that $B=1+PP^\dagger$, $M=P^\dagger P$ and $\mathbf V=iPD$. From $P^\dagger(1+PP^\dagger)=(1+M)P^\dagger$ follows $P^\dagger B^{-1}=(1+M)^{-1}P^\dagger$, hence $\mathbf V^\dagger B^{-1}\mathbf V=D^T(1+M)^{-1}MD$, and $1-(1+M)^{-1}M=(1+M)^{-1}$ completes the identity.

$K$ also has a real-space form. Let $(t|s_{\mathbf R})=\int\frac{d^3k}{(2\pi)^3}\frac{4\pi}{k^2}\rho_t^*\rho_s\,e^{-i\mathbf k\cdot\mathbf R}$ be the Coulomb integral between a pair density and one displaced by a lattice vector. Sum it with a smooth spherical weight $w(R)$ of growing radius. Then $\sum_{\mathbf R}w\,e^{-i\mathbf k\cdot\mathbf R}$ becomes $(2\pi)^3/\Omega$ times a set of normalized, spherically symmetric peaks at the $\mathbf G$. The peaks at $G\neq0$ give $K$. At $G=0$ the integrand is $4\pi(\mathbf n\cdot\mathbf d_t)(\mathbf n\cdot\mathbf d_s)$, and the peak averages it with $\langle n_\alpha n_\beta\rangle=\delta_{\alpha\beta}/3$. Therefore

$$K_{ts}=\sum_{\mathbf R}^{\rm sphere}(t|s_{\mathbf R})-\frac{4\pi}{3\Omega}\mathbf d_t\cdot\mathbf d_s ,$$

and the last term is the Lorentz field.

The angular average can be taken without polar angles. For positive eigenvalues $\epsilon_{1,2,3}$ evaluate $J=\int d^3r\,e^{-r^2}/(\mathbf r L\mathbf r)$ twice. Radially, $r^2$ cancels and $J=4\pi I\cdot\sqrt\pi/2$. With $1/(\mathbf rL\mathbf r)=\int_0^\infty e^{-\tau\,\mathbf rL\mathbf r}d\tau$ the three Gaussian integrals give $\pi^{3/2}\prod_j(1+\tau\epsilon_j)^{-1/2}$. Equating the two,

$$I=\frac12\int_0^\infty\frac{d\tau}{\sqrt{\prod_j(1+\tau\epsilon_j)}}=\frac{R_F(1/\epsilon_1,1/\epsilon_2,1/\epsilon_3)}{\sqrt{\det L}},$$

where $R_F(a,b,c)=\tfrac12\int_0^\infty d\tau\,[(\tau+a)(\tau+b)(\tau+c)]^{-1/2}$ is Carlson's elliptic integral. When two eigenvalues coincide, set $\eta=\sqrt{1+\tau\epsilon_\parallel}$. Then $d\tau=2\eta\,d\eta/\epsilon_\parallel$ and $1+\tau\epsilon_\perp=(\epsilon_\perp \eta^2+\Delta)/\epsilon_\parallel$, so for $\Delta>0$

$$I=\int_1^\infty\frac{d\eta}{\epsilon_\perp\eta^2+\Delta}=\frac{\pi/2-\arctan(1/\sqrt x)}{\sqrt{\epsilon_\perp\Delta}}=\frac{\arctan\sqrt x}{\epsilon_\perp\sqrt x}.$$

## What each derivation assumes

At $\omega=0$ both need the gap: it makes the long-wavelength expansion of $\chi^0$ a power series. At a fixed nonzero imaginary frequency the head of $\chi^0$ starts at order $q^2$ even in the electron gas, but the range of $q$ where this holds shrinks as $\omega\to0$. In a metal the intraband response makes $\chi^0_{00}$ finite at $\omega=0$ and the static $W_{00}$ loses its $1/q^2$ form. Both need $q$ small against the inverse range of $\chi^0$ and against the shortest $|\mathbf G|$; in a slab supercell with a long vacuum the shortest $|\mathbf G|$ is small and the window shrinks with it. Time reversal is used for the symmetry of $\chi^0$, hence for the Hermiticity of $\epsilon$ at nonzero imaginary frequency (the relation $\epsilon_{0G}=\epsilon_{G0}^*$, the symmetry of $L$ and the argument for $L\le H$), and for removing the $1/q$ term of the head at nonzero frequency; at $\omega=0$ the two time orders already add up to a real symmetric $\chi^0$. The reality of $L$ needs only a real $\chi^0$, and the block elimination itself, with separate row and column wings, needs neither.

The first derivation assumes that $\epsilon$ is a matrix in one pair of plane-wave indices and that $B$ is invertible, which is guaranteed on the imaginary axis and fails at real frequencies where $\det B=0$; the second shares this condition, because $\det(1-\chi^0\bar v)=\det B$. The first assumes nothing about orbitals and yields $\mathbf S_G$ directly. The second is exact at finite $\mathbf q$ up to the formula for $\Lambda$, and it does not require $\bar\chi$ to be an RPA object: if $\bar\chi$ is built with a further electron–hole kernel, as in the Bethe–Salpeter equation, and remains analytic in $\mathbf q$, the interaction between test charges has the same structure with that $L$. Its explicit formula for $L$ assumes flat bands and real orbitals. Of the two averages, the polar integral needs uniaxial symmetry but reaches complex and hyperbolic $L$; the Gaussian integral as written needs eigenvalues with positive real part but covers biaxial crystals. For complex eigenvalues the square roots must be taken factor by factor, $\sqrt{\det L}$ as $\prod_j\sqrt{\epsilon_j}$, since the principal root of the product can have the wrong sign.

Two derivations have given the same tensor $L$ for the small-$q$ head of the screened interaction, and its average over directions has been found in closed form for uniaxial crystals. What remains is to give the limits and bounds of this average, to follow the wings into matrix elements and the correlation energy, to treat the $q=0$ cell, and to test the formulas on a worked example.
